# Locating the retrograde solubility maximum of a dopant in silicon

## Question

I am trying to work out how much dopant a silicon crystal can hold while it is in equilibrium with a silicon–dopant melt. The liquid is to be treated as ideal and the solid as dilute. Moving a dopant atom from the melt into the crystal costs heat, so I expected the solubility to rise with temperature all the way up. But at the melting point of pure silicon the melt contains no dopant, so the crystal should contain none either. Somewhere in between there must be a maximum.

My numbers are meant to resemble aluminium in silicon, roughly:

- heat of fusion of silicon $L=0.52$ eV per atom, melting point $T_m=1687$ K;
- heat of transfer of a dopant atom from melt to crystal $H=0.70$ eV;
- distribution coefficient (dopant fraction in the solid over that in the liquid) $k_m=0.002$ at $T_m$;
- heat of fusion of the dopant $L_D=0.11$ eV, melting point $T_D=933$ K;
- $5.0\times10^{22}$ lattice sites per cm³.

How do I locate the maximum numerically in a way I can trust? And does $H>0$ guarantee that it lies between the eutectic temperature and $T_m$?

## Answer

Your argument about the heat of transfer holds at a fixed melt composition. Along the phase boundary the composition is not fixed: a hotter melt in equilibrium with silicon contains less dopant. You need both equilibrium conditions, one for each species.

### The two equilibrium conditions

Let $x_L$ and $x_S$ be the dopant mole fractions in liquid and solid. I take $L$ and $H$ as independent of temperature, count energies per atom, and use

$$u=\frac{1}{k_BT}-\frac{1}{k_BT_m},$$

which is zero at $T_m$ and grows on cooling.

**Silicon.** In an ideal liquid its chemical potential is that of pure liquid silicon plus $k_BT\ln(1-x_L)$. In the solid the corresponding term is $k_BT\ln(1-x_S)$, which I drop because $x_S\ll x_L$: their ratio is at most $k_m=0.002$ for your numbers. (A small $x_S$ alone would not be enough, since $x_L$ also vanishes at $T_m$.) With constant $L$, the entropy of fusion is $L/T_m$, so pure liquid silicon lies above pure solid silicon by $L-TL/T_m$. Equal potentials then require

$$L\left(1-\frac{T}{T_m}\right)+k_BT\ln(1-x_L)=0 .$$

Dividing by $k_BT$ turns the first term into $Lu$, so the liquidus is

$$1-x_L=a,\qquad a\equiv e^{-Lu}.$$

**Dopant.** In the ideal liquid its potential contains $k_BT\ln x_L$. In a dilute solid it contains $k_BT\ln x_S$, measured from a reference that does not depend on composition (Henry's law). If the references differ by $H-TS$, solid minus liquid, equality gives

$$\ln\frac{x_S}{x_L}=-\frac{H}{k_BT}+\frac{S}{k_B}.$$

At $T_m$ the left side is $\ln k_m$, which fixes $S/k_B=\ln k_m+H/(k_BT_m)$. For your numbers this is $-1.40$. Substituting it back,

$$x_S=k\,x_L,\qquad k(T)=k_me^{-Hu}.$$

Combining the two conditions gives the solidus:

$$x_S(T)=k_m\,e^{-Hu}\left(1-e^{-Lu}\right).$$

The first factor is your endothermic argument: it falls on cooling. The second is the dopant content of the melt: it starts from zero at $T_m$ and rises on cooling. Near $T_m$ the second factor must win, because its relative change is unlimited as it leaves zero.

### A function whose root is the maximum

Take the logarithm and differentiate with respect to $u$. Since $da/du=-La$,

$$\frac{d\ln x_S}{du}=-H+\frac{La}{1-a}.$$

To return to temperature, use $du/dT=-1/(k_BT^2)$:

$$\frac{d\ln x_S}{dT}=\frac{1}{k_BT^2}\left(H-\frac{La}{1-a}\right)=\frac{F(T)}{k_BT^2(1-a)},$$

$$F(T)=H(1-a)-La=H-(H+L)a .$$

Below $T_m$ the denominator is positive, so $F$ has the sign of the slope. It is also finite at $T_m$, whereas the slope of $\ln x_S$ diverges there. This makes $F$ the convenient function for a root finder.

For $H>0$, $F$ decreases steadily with temperature, because $a$ increases with temperature. At the upper end $a=1$ and $F(T_m)=-L<0$. If $F$ is positive at the eutectic temperature $T_e$, there is therefore one root between $T_e$ and $T_m$. The slope changes there from positive to negative, so the root is a maximum.

### The lower end of the bracket

The melt can also be saturated with solid dopant. If that solid is almost pure, the argument used for silicon gives the other liquidus,

$$x_L=\exp\left[-\frac{L_D}{k_B}\left(\frac1T-\frac1{T_D}\right)\right].$$

At the eutectic both solids coexist with the same melt, so the silicon and dopant fractions from the two liquidus curves must add up to one:

$$e^{-Lu_e}+\exp\left[-\frac{L_D}{k_B}\left(\frac1{T_e}-\frac1{T_D}\right)\right]=1 .$$

Both terms increase with $T$, so this has a single root. Solving it numerically gives $T_e=902.8$ K, with a silicon fraction $a_e=0.0447$ in the melt. Hence

$$F(T_e)=0.70-1.22\times0.0447\approx0.645\ \text{eV},\qquad F(T_m)=-0.52\ \text{eV}.$$

The signs differ, so the root is bracketed.

### Bisection

Evaluate $F$ at the midpoint. If it is positive, the solubility is still rising with temperature, so the midpoint becomes the new lower end. If it is negative, the midpoint becomes the new upper end. The first five midpoints are:

| Step | $T$ (K) | $F$ (eV) |
|---|---:|---:|
| 1 | 1294.90 | +0.28698 |
| 2 | 1490.95 | −0.06224 |
| 3 | 1392.93 | +0.12668 |
| 4 | 1441.94 | +0.03573 |
| 5 | 1466.44 | −0.01239 |

After five steps the maximum lies between 1441.94 and 1466.44 K. After 17 the bracket is narrower than 0.01 K, and its centre is 1460.22 K. Those digits describe the root of the equation; the physical model deserves far fewer, as shown below.

In this model you can also solve $F=0$ by hand:

$$a^*=\frac{H}{H+L}=\frac{0.70}{1.22}=0.5738,\qquad x_L^*=\frac{L}{H+L}=0.4262 .$$

Because $a^*=e^{-Lu^*}$,

$$u^*=\frac1L\ln\left(1+\frac LH\right)=\frac{\ln(1+0.52/0.70)}{0.52}=1.0683\ \text{eV}^{-1},$$

$$\frac1{T^*}=\frac1{T_m}+\frac{k_B}{L}\ln\left(1+\frac LH\right).$$

This gives $T^*=1460$ K, or 1187 °C, in agreement with the bisection. The constant $k_m$ cancels from the position of the maximum and affects only its height; the temperature dependence of $k(T)$ enters the position through $H$. At the maximum,

$$k(T^*)=0.002\,e^{-0.70\times1.0683}=9.47\times10^{-4},$$

$$x_S^*=9.47\times10^{-4}\times0.4262=4.04\times10^{-4}.$$

Multiplying by the site density gives $N^*=2.02\times10^{19}$ cm⁻³.

### Why not just pick the largest value from a table?

You can, but the maximum is flat. Here is the solidus at a few temperatures:

| $T$ (K) | $x_L$ | $k$ | $N$ (cm⁻³) |
|---|---:|---:|---:|
| 1000 | 0.914 | $7.32\times10^{-5}$ | $3.35\times10^{18}$ |
| 1200 | 0.766 | $2.83\times10^{-4}$ | $1.09\times10^{19}$ |
| 1400 | 0.520 | $7.45\times10^{-4}$ | $1.94\times10^{19}$ |
| 1500 | 0.360 | $1.10\times10^{-3}$ | $1.97\times10^{19}$ |
| 1600 | 0.177 | $1.54\times10^{-3}$ | $1.36\times10^{19}$ |

The values at 1400 and 1500 K differ by only about 2%. To see how flat the top is, differentiate the slope once more:

$$\frac{d^2\ln x_S}{du^2}=\frac{L}{(1-a)^2}\frac{da}{du}=-\frac{L^2a}{(1-a)^2}.$$

At the maximum, inserting $a^*=H/(H+L)$ and $1-a^*=L/(H+L)$ gives $-H(H+L)=-0.854$ eV². To second order,

$$\ln\frac{x_S}{x_S^*}\approx-\frac{H(H+L)}2(u-u^*)^2 .$$

For a 5% drop the left side is $\ln0.95$. Converting with $|\delta T|\approx k_BT^{*2}|\delta u|$,

$$|\delta T|\approx k_BT^{*2}\sqrt{\frac{-2\ln0.95}{H(H+L)}}=63.7\ \text{K}.$$

Solving $x_S=0.95\,x_S^*$ numerically on the full curve gives 1392.5 and 1519.4 K, so the true window is slightly lopsided. A small relative error $\varepsilon$ in the solubility can displace an apparent maximum by an amount proportional to $\sqrt\varepsilon$. The function $F$ crosses zero with a finite slope, so a small error in $F$ displaces its root only in proportion to that error.

### Is $H>0$ sufficient?

No. The maximum lies above the eutectic only if $F(T_e)>0$:

$$H(1-a_e)>La_e\quad\Longrightarrow\quad H>H_c=\frac{La_e}{1-a_e}=\frac{L}{e^{Lu_e}-1}.$$

The last form follows on dividing numerator and denominator by $a_e=e^{-Lu_e}$. In this dilute-solid model $T_e$ does not depend on $H$, so the threshold is explicit. For your numbers it is 0.024 eV, and 0.70 eV clears it easily.

If $0<H<H_c$, the closed formula still returns a temperature, but one below $T_e$, where this melt is no longer the stable partner of the crystal. Between $T_e$ and $T_m$ the solubility then falls with temperature throughout, and its largest value is at $T_e$. The same holds for $H\le0$, since $F=H(1-a)-La$ is then negative for every $0<a<1$.

Below $T_e$ the crystal coexists with solid dopant instead. Its dopant activity, relative to pure liquid dopant, is the exponential in the dopant liquidus above, so

$$x_S=k(T)\exp\left[-\frac{L_D}{k_B}\left(\frac1T-\frac1{T_D}\right)\right],\qquad \frac{d\ln x_S}{dT}=\frac{H+L_D}{k_BT^2}.$$

For your parameters this slope is positive, so the solubility keeps falling as you cool below the eutectic. The maximum at 1460 K is therefore the highest point of the whole solubility curve, not just of the part above $T_e$.

The opposite limit is also useful. For $H\gg L$, $\ln(1+L/H)\approx L/H$, so $u^*\approx1/H$ and $x_L^*\approx L/H$. With $L$ fixed at silicon's value, the maximum approaches $T_m$ as $H$ grows, and the melt there becomes dilute. A large heat of transfer penalises cooling so strongly that only a little enrichment of the melt is worthwhile.

For a sense of the sensitivity, keep $L$, $T_m$ and $k_m$ fixed. With $H=0.60$ eV the maximum is at 1436 K and $2.26\times10^{19}$ cm⁻³; with $H=0.80$ eV it is at 1480 K and $1.82\times10^{19}$ cm⁻³.

### What happens when the crystal cools

Suppose a crystal is saturated at $T^*$ and then cooled to 1200 K, still above the eutectic. There the solidus allows only

$$x_S=2.834\times10^{-4}\times0.7658=2.17\times10^{-4}.$$

The crystal holds 1.86 times this amount. At equilibrium it must reject liquid, although it is being cooled; this is retrograde melting. If $f$ is the fraction of all atoms that end up in the liquid, conservation of dopant reads $x_S^*=(1-f)x_S+fx_L$. Hence

$$f=\frac{x_S^*-x_S}{x_L-x_S}
=\frac{(4.04-2.17)\times10^{-4}}{0.766}\approx2.4\times10^{-4}.$$

The liquid is a tiny part of the material, but it takes nearly half the dopant, because the dissolved fraction has dropped by a factor of 1.86. This bears on activation: dopant in the rejected liquid is no longer dissolved in the crystal as an acceptor. The calculation gives the equilibrium end state. It does not say how fast atoms leave, or whether they first form small clusters; a rapidly cooled crystal may stay supersaturated.

### How far to trust this for aluminium in silicon

The parameters are rough, and $H$ was chosen to put the model in the aluminium regime, where the maximum solubility is of order $10^{19}$ cm⁻³. Getting that order back is not an independent prediction. The real eutectic, roughly 850 K with 12% silicon, already differs from the model's 903 K with 4.5%. Of the assumptions I tested, the ideal melt and the neglect of charge matter most.

**Non-ideal melt.** At the maximum the melt is 43% dopant, so interactions matter. Add a mixing energy $\Omega x_L(1-x_L)$ per atom (a regular solution). It adds $\Omega x_L^2$ to the silicon potential and $\Omega(1-x_L)^2$ to the dopant potential. The liquidus becomes

$$\ln(1-x_L)+\frac{\Omega x_L^2}{k_BT}=-Lu .$$

If $k$ is defined for an infinitely dilute melt, where the dopant term is $\Omega$, the solidus becomes

$$x_S=k\,x_L\exp\left\{\frac{\Omega[(1-x_L)^2-1]}{k_BT}\right\}.$$

Making the liquidus pass through the rough real eutectic gives $\Omega=-0.133$ eV. Keeping $H=0.70$ eV as the heat of transfer from the infinitely dilute melt, a numerical search puts the maximum at 1373 K and $3.24\times10^{19}$ cm⁻³: 88 K lower and 61% higher than the ideal result. The size of the shift depends on that choice. In an ideal melt it makes no difference whether $H$ refers to the dilute melt or to pure liquid dopant, but here the two differ by $\Omega$. If 0.70 eV refers to pure liquid dopant, the heat in $k(T)$ becomes $H-\Omega=0.833$ eV, and with the same $k_m$ the maximum is at 1416 K and $2.68\times10^{19}$ cm⁻³: 44 K lower and 33% higher.

**Holes.** Each ionized acceptor brings a hole, and a high hole density $p$ makes adding another acceptor less favourable. For full ionization and Boltzmann statistics, equilibrium fixes the product $Np$. If $N_0$ is the solubility calculated for an intrinsic crystal, where $p=n_i$, then $Np=N_0n_i$. With $np=n_i^2$, the electron density is $n=n_iN/N_0$. Neutrality, $p-n=N$, becomes

$$\frac{N_0n_i}{N}-\frac{n_iN}{N_0}=N .$$

Multiply by $N$ and collect the $N^2$ terms: $N_0n_i=N^2(1+n_i/N_0)$. Therefore

$$N=\frac{N_0}{\sqrt{1+N_0/n_i}} .$$

I used the rough form $n_i=3.9\times10^{16}\,T^{3/2}e^{-0.605\,\mathrm{eV}/k_BT}$ cm⁻³ ($T$ in K), extrapolated to these temperatures. It gives $1.8\times10^{19}$ cm⁻³ at $T^*$, comparable with $N_0$, so the correction cannot be small. Applied to the ideal melt, it moves the maximum to 1504 K and lowers it to $1.42\times10^{19}$ cm⁻³. The upward shift arises because $n_i$ grows with temperature, which weakens the penalty on the hot side. At this maximum $p$ is about 0.09 of the valence-band effective density of states, taken as $3\times10^{19}(T/300\,\mathrm K)^{3/2}$ cm⁻³, so Boltzmann statistics are reasonable. Full ionization is less safe. For an isolated acceptor level $E_A\approx0.067$ eV above the valence band with degeneracy 4, the ionized fraction is $1/[1+4(p/N_v)e^{E_A/k_BT}]$, with $N_v$ that density of states, and at this $p$ it is only about 0.63. Neutral acceptors feel no hole penalty; counting them as part of $N_0$ gives 1493 K and $1.66\times10^{19}$ cm⁻³. Screening at these carrier densities weakens the bound level, so the two results are best read as a range.

With both corrections (full ionization, $H$ referred to the dilute melt) the maximum is at 1467 K and $1.84\times10^{19}$ cm⁻³, close to the simple result; the other choices of reference and ionization spread it over 1450–1483 K and $1.7$–$2.3\times10^{19}$ cm⁻³. That is a partial cancellation for these parameters, not evidence that either effect is negligible.

The remaining effects I sized are much smaller. Restoring the silicon activity in the solid moves the maximum by 0.14 K. A heat-capacity difference of $\pm0.3k_B$ per atom on fusion of silicon moves it by about 0.5 K, and the same difference in the dopant transfer by about 1.3 K; each changes its height by less than 0.5%. Thermal expansion, with a rough linear coefficient of $4\times10^{-6}$ K⁻¹, increases the crystal volume by 1.4% between 300 K and $T^*$, and so lowers the site density by about that much.

So for your stated model the answer is 1460 K and $2.0\times10^{19}$ cm⁻³. For real aluminium-doped silicon, treat the position as uncertain by many tens of kelvin and the height by tens of per cent, even before the uncertainty in $H$ and $k_m$ is counted.
